# Largest Thickness Spread for a One-in-a-Billion Line Collapse Fraction: test program

```python
# Result under test: if line thickness is Gaussian (mean, spread) and lines
# thinner than a critical thickness collapse, the expected collapse fraction
# stays below a target p exactly when
#     spread < (mean - critical) / z_p,   with Q(z_p) = p,
# Q being the upper tail of the standard normal distribution.
# A capillary bending model of two neighbouring lines sizes neglected effects.
# Lengths are in nm, moduli in GPa = nN/nm^2, surface tension in N/m = nN/nm.
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

mean, critical, target = 15.0, 12.0, 1e-9
margin = mean - critical


def fraction_by_integral(spread):
    """Collapse fraction integrated directly from the thickness density."""
    def density(t):
        return mp.exp(-((t - mean) / spread) ** 2 / 2) / (
            spread * mp.sqrt(2 * mp.pi))
    edges = [critical - k * spread for k in (20, 8, 3, 1, 0)]
    return float(mp.quad(density, edges))


# --- main result against direct integration and root search
z_target = norm.isf(target)
spread_max = margin / z_target
spread_search = brentq(
    lambda s: np.log(fraction_by_integral(s) / target), 0.3, 1.0, xtol=1e-12)
assert abs(spread_search - spread_max) < 1e-8
trial = [fraction_by_integral(s) for s in (0.4, 0.5, 0.6, 1.0, 2.0, 4.0)]
assert np.all(np.diff(trial) > 0)
assert fraction_by_integral(0.999 * spread_max) < target
assert fraction_by_integral(1.001 * spread_max) > target

# --- slope of the fraction with spread, from finite differences
step = 1e-4
slope_numeric = (fraction_by_integral(0.5 + step)
                 - fraction_by_integral(0.5 - step)) / (2 * step)
slope_formula = norm.pdf(margin / 0.5) * margin / 0.5 ** 2
assert abs(slope_numeric / slope_formula - 1) < 1e-4


# --- tail bounds that bracket the answer by hand
def tail_bounds(z):
    lead = norm.pdf(z) / z
    return lead * (1 - 1 / z**2), lead * (1 - 1 / z**2 + 3 / z**4)


for s in (0.4, 0.5, 0.501, 1.0):
    low, high = tail_bounds(margin / s)
    assert low < fraction_by_integral(s) < high
low_pass, high_pass = tail_bounds(margin / 0.500)
low_fail, high_fail = tail_bounds(margin / 0.501)
assert high_pass < target < low_fail
fraction_six = fraction_by_integral(0.5)
z_newton = 6 + (fraction_six - target) / norm.pdf(6)
assert abs(z_newton - z_target) < 5e-5

# --- expected fraction is unaffected by correlation between lines
rng = np.random.default_rng(7)
chips, lines, wide = 20000, 50, 1.5
shared = rng.standard_normal((chips, 1))
own = rng.standard_normal((chips, lines))
thickness = mean + wide * (np.sqrt(0.6) * shared + np.sqrt(0.4) * own)
per_chip = (thickness < critical).mean(axis=1)
standard_error = per_chip.std() / np.sqrt(chips)
assert abs(per_chip.mean() - fraction_by_integral(wide)) < 5 * standard_error

# --- capillary model: rough values for TiN lines drying from isopropanol
modulus, tension, pitch = 400.0, 0.02, 30.0


def load_ratio(t, neighbour, height, stiffness=modulus):
    """Capillary load over the largest load the pair can balance."""
    gap = pitch - (t + neighbour) / 2
    return (12 * tension * height**4 * (t**-3.0 + neighbour**-3.0)
            / (stiffness * gap**2))


height = load_ratio(critical, mean, 1.0) ** -0.25


def closes(t, neighbour, h):
    """Bend both lines by integrating the moment, then let the gap close."""
    gap = pitch - (t + neighbour) / 2
    per_pressure = 0.0
    for thick in (t, neighbour):
        rigidity = modulus * thick**3 / 12
        per_pressure += quad(
            lambda x: (h - x)**2 / 2 * (h - x) / rigidity, 0, h)[0]
    closing = 0.0
    for _ in range(5000):
        closing = per_pressure * 2 * tension / (gap - closing)
        if closing >= gap:
            return True
    return False


assert closes(critical - 0.05, mean, height)
assert not closes(critical + 0.05, mean, height)


def threshold(neighbour=mean, h=height, stiffness=modulus):
    return brentq(lambda t: load_ratio(t, neighbour, h, stiffness) - 1,
                  6.0, 16.5)


soft_threshold = threshold(stiffness=0.99 * modulus)
thin_neighbour = threshold(neighbour=mean - 0.5)
thick_neighbour = threshold(neighbour=mean + 0.5)
tall_threshold = threshold(h=1.005 * height)
assert closes(tall_threshold - 0.05, mean, 1.005 * height)
assert not closes(tall_threshold + 0.05, mean, 1.005 * height)
assert max(abs(thin_neighbour - critical),
           abs(thick_neighbour - critical)) < 0.1


# --- average over a Gaussian spread of line height
def height_average(relative_spread, z_low, z_high):
    nodes, weights = np.polynomial.legendre.leggauss(160)
    z = z_low + (nodes + 1) * (z_high - z_low) / 2
    weight = weights * (z_high - z_low) / 2 * norm.pdf(z)
    limits = np.array([threshold(h=height * (1 + relative_spread * v))
                       for v in z])
    return lambda s: float(np.sum(weight * norm.cdf((limits - mean) / s)))


# Direct sampling of the collapse criterion, at spreads where it is common.
samples = 1000000
t_sample = mean + 1.2 * rng.standard_normal(samples)
h_sample = height * (1 + 0.01 * rng.standard_normal(samples))
sampled = (load_ratio(t_sample, mean, h_sample) > 1).mean()
averaged = height_average(0.01, -4.6, 4.6)(1.2)
sampling_error = np.sqrt(sampled * (1 - sampled) / samples)
assert abs(sampled - averaged) < 5 * sampling_error + 1e-5

with_height = height_average(0.005, -8.0, 9.0)
fraction_height = with_height(0.5)
spread_height = brentq(lambda s: np.log(with_height(s) / target), 0.2, 0.5)
assert fraction_height > target and spread_height < spread_max

# --- mean drift and a non-Gaussian tail
drift = 0.1
fraction_drift = norm.cdf(-(margin - drift) / 0.5)
spread_drift = (margin - drift) / z_target
rare = 1e-4
fraction_mixture = ((1 - rare) * fraction_six
                    + rare * fraction_by_integral(1.0))
assert fraction_mixture > 10 * target

print(f"mean thickness: {mean:.1f} nm")
print(f"critical thickness: {critical:.1f} nm")
print(f"margin: {margin:.1f} nm")
print(f"target collapse fraction: {target:.1e}")
print(f"z at target: {z_target:.5f}")
print(f"limiting spread: {spread_max:.5f} nm")
print(f"limiting spread: {1000 * spread_max:.2f} pm")
print(f"limiting spread / mean: {100 * spread_max / mean:.2f} %")
print(f"limit by root search on integral: {spread_search:.5f} nm")
print(f"normal density at z=6: {norm.pdf(6):.4e}")
print(f"fraction at spread 0.500 nm: {fraction_six:.4e}")
print(f"lower bound at 0.500 nm: {low_pass:.4e}")
print(f"upper bound at 0.500 nm: {high_pass:.4e}")
print(f"z at spread 0.501 nm: {margin / 0.501:.5f}")
print(f"lower bound at 0.501 nm: {low_fail:.4e}")
print(f"upper bound at 0.501 nm: {high_fail:.4e}")
print(f"z after one Newton step from 6: {z_newton:.5f}")
print(f"spread from Newton step: {margin / z_newton:.5f} nm")
print(f"fraction at spread 0.6 nm: {fraction_by_integral(0.6):.2e}")
print(f"fraction at spread 1.0 nm: {fraction_by_integral(1.0):.2e}")
print(f"correlated lines, spread {wide} nm, sampled: {per_chip.mean():.4f}")
print(f"same, standard error: {standard_error:.4f}")
print(f"same, Gaussian tail: {fraction_by_integral(wide):.4f}")
print(f"TiN plane-strain modulus (rough): {modulus:.0f} GPa")
print(f"isopropanol surface tension (rough): {tension:.3f} N/m")
print(f"pitch: {pitch:.0f} nm")
print(f"gap beside a 12 nm line: {pitch - (critical + mean) / 2:.1f} nm")
print(f"line height giving 12 nm threshold: {height:.1f} nm")
print(f"height / mean thickness: {height / mean:.1f}")
print(f"load ratio at mean thickness: {load_ratio(mean, mean, height):.3f}")
print(f"threshold, modulus 1 % lower: {soft_threshold:.3f} nm")
print(f"threshold, height 0.5 % larger: {tall_threshold:.3f} nm")
print(f"threshold, neighbour 14.5 nm: {thin_neighbour:.3f} nm")
print(f"threshold, neighbour 15.5 nm: {thick_neighbour:.3f} nm")
print(f"0.5 % height spread, fraction at 0.5 nm: {fraction_height:.2e}")
print(f"0.5 % height spread, limiting spread: {spread_height:.3f} nm")
print(f"mean {drift} nm thinner, fraction at 0.5 nm: {fraction_drift:.2e}")
print(f"mean {drift} nm thinner, limiting spread: {spread_drift:.3f} nm")
print(f"share of lines with doubled spread: {rare:.0e}")
print(f"fraction with that share, base 0.5 nm: {fraction_mixture:.2e}")
print("all assertions hold")
```

Running it gives:

```
mean thickness: 15.0 nm
critical thickness: 12.0 nm
margin: 3.0 nm
target collapse fraction: 1.0e-09
z at target: 5.99781
limiting spread: 0.50018 nm
limiting spread: 500.18 pm
limiting spread / mean: 3.33 %
limit by root search on integral: 0.50018 nm
normal density at z=6: 6.0759e-09
fraction at spread 0.500 nm: 9.8659e-10
lower bound at 0.500 nm: 9.8452e-10
upper bound at 0.500 nm: 9.8686e-10
z at spread 0.501 nm: 5.98802
lower bound at 0.501 nm: 1.0598e-09
upper bound at 0.501 nm: 1.0623e-09
z after one Newton step from 6: 5.99779
spread from Newton step: 0.50018 nm
fraction at spread 0.6 nm: 2.87e-07
fraction at spread 1.0 nm: 1.35e-03
correlated lines, spread 1.5 nm, sampled: 0.0228
same, standard error: 0.0005
same, Gaussian tail: 0.0228
TiN plane-strain modulus (rough): 400 GPa
isopropanol surface tension (rough): 0.020 N/m
pitch: 30 nm
gap beside a 12 nm line: 16.5 nm
line height giving 12 nm threshold: 150.9 nm
height / mean thickness: 10.1
load ratio at mean thickness: 0.819
threshold, modulus 1 % lower: 12.097 nm
threshold, height 0.5 % larger: 12.196 nm
threshold, neighbour 14.5 nm: 12.056 nm
threshold, neighbour 15.5 nm: 11.984 nm
0.5 % height spread, fraction at 0.5 nm: 1.41e-08
0.5 % height spread, limiting spread: 0.455 nm
mean 0.1 nm thinner, fraction at 0.5 nm: 3.32e-09
mean 0.1 nm thinner, limiting spread: 0.484 nm
share of lines with doubled spread: 1e-04
fraction with that share, base 0.5 nm: 1.36e-07
all assertions hold
```
